Damping and the Mean Excitation Energy of a Drude Metal

**The system**

A fast ion of charge Z moves at constant velocity v through a metal whose conduction electrons have the dielectric function

ε(ω) = 1 − ω_p²/[ω(ω + iγ)].

Fields vary as exp(−iωt), ω_p is the plasma frequency, and the constant damping rate γ obeys 0 < γ < 2ω_p, the underdamped case. Hartree atomic units (ħ = m = e = 1) are used in the derivations, so a frequency is also an energy; the numerical part uses eV and nm. Write g = γ/ω_p and x = ω/ω_p. Core electrons are left out until part (g).

**(a) Find the loss function Im(−1/ε). Show that ω Im(−1/ε) is even in u = ln x, and find its integral over positive frequencies.**

*Answer.* Putting ε over a common denominator and inverting gives

−1/ε = −(ω² + iγω)/(ω² − ω_p² + iγω) = −1 − ω_p²/(ω² − ω_p² + iγω).

The imaginary part follows on multiplying by the complex conjugate of the denominator:

Im(−1/ε) = ω_p²γω/[(ω² − ω_p²)² + γ²ω²] = gx/[(x² − 1)² + g²x²].

Multiply by x and divide numerator and denominator by x². Since x − 1/x = 2 sinh u,

x Im(−1/ε) = g/[(x − 1/x)² + g²] = g/(4 sinh²u + g²).

This is even in u and has its maximum at ω = ω_p for any damping. In the integral, dx = e^u du, and only the even part cosh u of e^u survives. With t = 2 sinh u,

∫₀^∞ x Im(−1/ε) dx = ∫ g cosh u/(4 sinh²u + g²) du = ½∫ g/(t² + g²) dt = π/2,

where the last two integrals run from −∞ to ∞. Hence

∫₀^∞ ω Im(−1/ε) dω = πω_p²/2.

Damping spreads the weight over frequency without changing its total.

**(b) Explain which average of the loss spectrum governs the stopping power at high speed. At finite wave number q, replace ω_p² in the denominator of the loss function by ω_q² = ω_p² + q⁴/4.**

*Answer.* In linear response, each Fourier component of the ion's potential has frequency ω = q·v and is divided by ε. The induced potential is

φ_ind(r,t) = ∫ d³q/(2π)³ (4πZ/q²)[1/ε(q,ω) − 1] exp[iq·(r − vt)].

The force on the ion is −Z∇φ_ind at r = vt, and the stopping power S is minus its component along v. The real part of 1/ε is even in ω and cancels between q and −q. What remains is

S = (Z²/2π²v) ∫ d³q (ω/q²) Im[−1/ε(q,ω)].

Now d³q = 2πq² dq dμ, where μ is the cosine of the angle between q and v. Since ω = qvμ, dμ = dω/(qv). Negative and positive ω contribute equally, so

S = (2Z²/πv²) ∫ dq/q ∫₀^{qv} ω Im[−1/ε(q,ω)] dω.

Choose q_c with ω_p/v ≪ q_c ≪ √ω_p, which is possible at high speed. Below q_c the optical loss function applies. Frequency ω is reached for q > ω/v, so interchanging the integrals gives

∫₀^{q_c v} ω Im(−1/ε) ln(q_c v/ω) dω.

Its upper limit may be taken to infinity, because the omitted tail vanishes as q_c v/ω_p grows.

Above q_c, scaling frequencies by ω_q in part (a) shows that the full frequency integral is still πω_p²/2. Nearly all of this weight lies below qv until ω_q ≈ q²/2 reaches qv, which happens at q = 2v. This range therefore gives (πω_p²/2) ln(2v/q_c), with an edge correction that vanishes at high speed.

Let ⟨…⟩ denote the average with weight ω Im(−1/ε). The sum of the two ranges is

(πω_p²/2)[⟨ln(q_c v/ω)⟩ + ln(2v/q_c)] = (πω_p²/2)[ln(2v²) − ⟨ln ω⟩].

The auxiliary q_c has cancelled, and

S = (Z²ω_p²/v²) L, L = ln(2v²/I), ln I = ⟨ln ω⟩.

I is the logarithmic mean excitation energy. In ordinary units the argument of the logarithm is 2mv²/I.

**(c) Calculate ln(I/ħω_p) for any γ in the underdamped range.**

*Answer.* Define the moments

M(s) = (2/π) ∫₀^∞ x^{1+s} Im(−1/ε) dx.

The integrand behaves as x^{2+s} at small x and as x^{s−2} at large x, so M is smooth for −3 < s < 1. Part (a) gives M(0) = 1. Differentiating x^s gives a factor ln x, so ln(I/ħω_p) = M′(0).

The constant −1 in −1/ε has no imaginary part. We may therefore use

h(x) = −1/(x² + igx − 1), Im h = Im(−1/ε).

The poles of h lie at x = −ig/2 ± √(1 − g²/4), in the lower half plane. The path of integration can thus be turned from the positive real axis to the positive imaginary axis. The large arc of radius R contributes at order R^s, and a small arc of radius r at order r^{2+s}; both vanish for −2 < s < 0.

On the new path x = iξ, h = 1/(ξ² + gξ + 1), and x^{1+s} dx = i^{2+s} ξ^{1+s} dξ. Since i^{2+s} = −exp(iπs/2), its imaginary part is −sin(πs/2), and

M(s) = −(2/π) sin(πs/2) ∫₀^∞ ξ^{1+s}/(ξ² + gξ + 1) dξ.

As s rises to zero the sine vanishes while the integral diverges. To separate the divergence, subtract ξ^{s−1} for ξ > 1, whose integral is −1/s. The remainder converges, so the integral equals −1/s + c + o(1), with

c = ∫₀^∞ [ξ/(ξ² + gξ + 1) − θ(ξ − 1)/ξ] dξ,

where θ is the unit step. Since (2/π) sin(πs/2) = s + O(s³),

M(s) = −s(−1/s + c) + o(s) = 1 − cs + o(s).

This reproduces M(0) = 1 and gives ln(I/ħω_p) = −c.

To find c, write ξ = ½(2ξ + g) − g/2 in the first numerator. Up to a large limit X, the logarithmic terms are

½ ln(X² + gX + 1) − ln X,

which tends to zero. Only the term with −g/2 is left, so

ln(I/ħω_p) = (g/2) ∫₀^∞ dξ/(ξ² + gξ + 1).

Set g/2 = cos θ₀ and b = √(1 − g²/4) = sin θ₀. Completing the square turns the denominator into (ξ + g/2)² + b², and the integral is

(1/b)[π/2 − arctan(cot θ₀)] = θ₀/b.

Therefore

ln(I/ħω_p) = g arccos(g/2)/√(4 − g²).

**(d) Find the behaviour for weak damping through second order, and the limit of critical damping. Does I vary monotonically with γ at fixed ω_p?**

*Answer.* For small g, arccos(g/2) = π/2 − g/2 + O(g³) and 1/√(4 − g²) = ½ + O(g²). Multiplication gives

ln(I/ħω_p) = πg/4 − g²/4 + O(g³).

Weak damping thus raises ln(I/ħω_p) by πγ/(4ω_p) to first order, at fixed ω_p and for a frequency-independent γ.

At critical damping, g → 2, the denominator in the integral of part (c) becomes (ξ + 1)². The integral is then 1, so ln(I/ħω_p) → 1 and I → e ħω_p, where e is the base of natural logarithms.

The variation is monotonic, because for every ξ > 0

d/dg [g/(ξ² + gξ + 1)] = (ξ² + 1)/(ξ² + gξ + 1)² > 0.

The first-order result is also an upper bound: dropping gξ from the denominator enlarges the integral to π/2. Its excess, relative to the exact shift, is g/π to leading order, the ratio of g²/4 to πg/4. Some values are:

g = 0.10: exact 0.0761, first order 0.0785, excess 3.2 %.
g = 0.30: exact 0.2155, first order 0.2356, excess 9.4 %.
g = 1.00: exact 0.6046, first order 0.7854, excess 29.9 %.

The first-order formula is therefore good to a few per cent of the shift up to about g = 0.1.

**(e) The weight ω Im(−1/ε) peaks at ω_p whatever the damping. Which part of the spectrum produces the first-order shift?**

*Answer.* Return to the real axis and use u = ln x. The average is

ln(I/ħω_p) = (2/π) ∫ u e^u g/(4 sinh²u + g²) du,

over all real u. The fraction is even and u is odd, so only the odd part sinh u of e^u contributes:

ln(I/ħω_p) = (2g/π) ∫ u sinh u/(4 sinh²u + g²) du.

The factor e^u arises because equal steps in ln ω are wider in ω above the resonance than below it. Frequencies above ω_p therefore carry more weight than their mirror images at ω_p²/ω, and the average logarithm rises.

The integrand is bounded by u/(4 sinh u), which is integrable and is its limit as g → 0. Expanding 1/sinh u = 2Σ exp[−(2n+1)u] for u > 0, with n = 0, 1, 2, …, gives

∫ u/sinh u du = 4 Σ 1/(2n+1)² = 4(π²/8) = π²/2.

Hence the leading shift is (2g/π)(1/4)(π²/2) = πg/4, in agreement with part (d).

The same bound shows how little comes from the line itself. Since u/sinh u ≤ 1, a region |u| < Kg, reaching a fixed number K of linewidths to each side of the resonance, contributes at most (2g/π)(2Kg)(1/4) = Kg²/π. This is second order in g.

For g → 0, the range from ω_p/2 to 2ω_p supplies 27.4 % of the net shift. The other 72.6 % comes from frequencies further away. The result thus depends on the Drude form holding well outside the plasmon line.

**(f) Let the damping have a memory: γ(ω) = γ₀/(1 − iωτ), with ω_pτ = 1 and γ₀ chosen so that Re γ(ω_p) = γ. Find the first-order shift of ln(I/ħω_p) and of the resonance.**

*Answer.* Here Re γ(ω) = γ₀/(1 + ω²τ²), so γ₀ = 2γ. On the imaginary axis the constant g is replaced by

G(ξ) = 2g/(1 + ξ).

The rotation still requires that the response have no poles in the upper half plane. With x = ip, the poles satisfy

p³ + p² + (1 + 2g)p + 1 = 0.

All coefficients are positive, and the product of the two middle ones, 1 + 2g, exceeds the product of the outer ones, 1. By the Routh–Hurwitz criterion all roots have Re p < 0, so Im x < 0 as required.

Part (c) then applies up to the formula for c, with G(ξ) in place of g. To first order in G,

ξ/(ξ² + Gξ + 1) = ξ/(ξ² + 1) − Gξ²/(ξ² + 1)².

The first term, with the step term subtracted, integrates to zero. Hence

ln(I/ħω_p) = ∫₀^∞ G(ξ) ξ²/(ξ² + 1)² dξ = 2gJ,

J = ∫₀^∞ ξ²/[(1 + ξ)(1 + ξ²)²] dξ.

The substitution ξ → 1/ξ turns the numerator ξ² into ξ and leaves the rest unchanged. Adding the two forms cancels the factor 1 + ξ:

2J = ∫₀^∞ ξ/(1 + ξ²)² dξ = 1/2.

So J = 1/4, and the shift is g/2 instead of πg/4.

The resonance follows from x² − 1 + 2igx/(1 − ix) = 0. Put x = 1 + δ and keep first order:

2δ + 2ig/(1 − i) = 2δ + ig − g = 0, δ = g/2 − ig/2.

The imaginary part is the same as for constant damping, so the linewidth is unchanged. The real part shows that the resonance itself has moved up by g/2. To first order, then, the mean excitation energy lies at the displaced resonance. Measured from the resonance, the shift is πg/4 for constant damping and zero for this memory model with ω_pτ = 1. The exact zero is special to that memory time. For general T = ω_pτ, γ₀ = (1 + T²)γ and the resonance moves by gT/2 = gT∫₀^∞ ξ/(1 + ξ²)² dξ. Subtracting this from the shift of ln(I/ħω_p) leaves

g ∫₀^∞ ξ(ξ − T)/[(1 + Tξ)(1 + ξ²)²] dξ,

which falls steadily as T rises, and is positive for T < 1 and negative for T > 1. The plasmon linewidth alone does not determine the effect.

**(g) Evaluate I and the stopping power for 10 MeV protons, with ħω_p = 15 eV and ħγ = 0.5 eV. Judge the result for proton implantation into a simple metal.**

*Answer.* The damping ratio is g = 0.5/15 = 0.0333. The first-order shift is 0.02618 and the exact one 0.02591. Therefore

I = 15 eV × exp(0.02591) = 15.39 eV,

a rise of 0.39 eV.

The proton speed is v/c = 0.1448, so 2mv² = 21.44 keV, with m the electron mass. The stopping numbers are

without damping: L = ln(21441/15) = 7.2650,
with damping: L = 7.2650 − 0.0259 = 7.2391.

Direct integration over q and ω with the ω_q of part (b) also gives 7.2391, which supports the high-speed reduction made there.

In ordinary units, S = (ħω_p)² L/(mv²a₀) for a proton, where a₀ is the Bohr radius. The valence stopping power falls from 2.881 to 2.871 eV/nm, a drop of 0.36 % relative to the undamped value.

The plasmon energy and width are rough values for a simple sp metal, and 10 MeV is a high energy for implantation. The assumption that fails most strongly is the neglect of the cores. With ten core electrons for every three valence electrons, and an assumed core mean excitation energy of 300 eV, core stopping is 1.97 times valence stopping. The total is then about three times the valence result, and the drop due to damping is only about 0.12 % of it.

Constant damping is the next assumption to question. At these parameters 44 % of the shift comes from ħω above 73 eV, a range holding only 0.45 % of the weight. In aluminium, which has this electron count, core absorption begins near that energy, so a Drude tail cannot be relied on there. With the memory model of part (f), the shift at these parameters is 0.0165 instead of 0.0259, while the resonance moves by 0.0168.

Other omissions can be sized in the stopping number, where damping counts for 0.0259:

Electron motion, −⟨v_e²⟩/v² to leading order: −0.0012.
Bloch term, beyond first order in Z: −0.0030.
Barkas term, odd in Z, leading logarithm: 0.0024.
Relativistic term −ln(1 − β²) − β², with β = v/c, leaving out the density effect, which reduces it: 0.0002.
Mott term, relativistic and odd in Z, about παβ/2 with α the fine-structure constant: 0.0017.
Finite proton mass, about −m/M with M the proton mass: −0.0005.

The Bloch and Barkas values come from standard expressions used here as size estimates. Each term is well below the damping shift at 10 MeV. At lower speed, however, the Bloch term grows nearly as 1/v² and the Barkas term faster still. At 1 MeV the same expressions give about −0.03 and 0.05, so neither is then small compared with the damping shift; the electron-motion term has grown to −0.012, about half of it. At 300 K the thermal energy is 0.24 % of the Fermi energy, so the electrons remain strongly degenerate.

Computed values

```
INPUTS (round model values)
plasmon energy hbar*wp = 15.0 eV
damping hbar*gamma = 0.50 eV
proton energy = 10.0 MeV
g = gamma/wp = 0.03333 (dimensionless)
MEAN EXCITATION ENERGY
ln(I/hbar wp), from loss integral = 0.025906 (dimensionless)
ln(I/hbar wp), closed form = 0.025906 (dimensionless)
first-order value pi*g/4 = 0.026180 (dimensionless)
I = 15.394 eV
rise of I above hbar*wp = 0.394 eV
second-order coefficient at g=0.01 = -0.2490
ln(I/hbar wp) at g=2 = 1.000000 (dimensionless)
share of shift from wp/2 to 2wp, g->0 = 27.4 %
TABLE: g, exact shift, first-order shift, excess of first order
0.05  0.03866  0.03927  1.6 %
0.10  0.07613  0.07854  3.2 %
0.30  0.21547  0.23562  9.4 %
1.00  0.60460  0.78540  29.9 %
STOPPING OF THE PROTON BY VALENCE ELECTRONS
speed v/c = 0.14484 (dimensionless)
2 m v^2 = 21.441 keV
stopping number without damping = 7.2650
stopping number with damping = 7.2391
stopping number from double integral = 7.2391
stopping power without damping = 2.8814 eV/nm
stopping power with damping = 2.8711 eV/nm
relative drop = 0.357 %
NEGLECTED EFFECTS (sizes in the stopping number unless stated)
assumed core electrons per valence electron = 3.333
assumed core mean excitation energy = 300 eV
core stopping / valence stopping = 1.97 (ratio)
electron motion, <ve^2>/v^2 = 0.00122
Bloch term = -0.00304
Barkas term, leading logarithm = 0.00240
relativistic term = 0.000223
Fermi energy = 10.89 eV
kT/Fermi energy at 300 K = 0.00237 (ratio)
shift with falling damping, wp*tau=1 = 0.01647
its resonance displacement ln(w/wp) = 0.01681
its shift/g at g=0.001 = 0.4998 (dimensionless)
```
